# Silicide Interface Energies as Linear Functions of Silicon Chemical Potential

In a model disilicide contact on Si(111) with every atom held in place, an interface whose outermost metal atoms have five silicon neighbours costs 0.532 eV per surface cell when silicon is plentiful, against 0.103 eV for one with seven. If silicon is made as scarce as the pure metal permits, the first energy falls to 0.032 eV and the second does not move. The order is reversed, yet the five-fold interface is not the stable one anywhere in the range where the disilicide itself is stable. Three things need explaining: why one energy moves and the other does not, how far silicon may be made scarce, and what is held fixed meanwhile.

## What is in equilibrium with what

Consider a coherent film of a silicide MSi$_n$ on silicon, at fixed temperature and pressure. Let $g_{\rm Si}$ and $g_{\rm M}$ be the Gibbs energies per atom of the bulk elements, and $g_{\rm sil}$ that of the bulk silicide per formula unit, strained in the same way as the film if the lattices do not match. The chemical potentials are $\mu_{\rm Si}$ and $\mu_{\rm M}$, and

$$\Delta\mu=\mu_{\rm Si}-g_{\rm Si}. \tag{1}$$

If the film can grow or shrink by whole formula units without cost, then

$$\mu_{\rm M}+n\mu_{\rm Si}=g_{\rm sil}. \tag{2}$$

This is bulk compound equilibrium. It leaves one chemical potential free.

The substrate threatens that freedom. If bulk silicon also exchanges atoms freely, then $\mu_{\rm Si}=g_{\rm Si}$, so $\Delta\mu=0$, and (2) fixes $\mu_{\rm M}$. A contact in full equilibrium therefore has one interface energy per termination, not a line. The line describes a constrained equilibrium: film and interface exchange atoms with a reservoir at $\mu_{\rm Si}$, while the interior of the substrate is inert. This can be reasonable when transport through the substrate is frozen and atoms arrive from a vapour or through the film.

## The line and its slope

Take a cell with $N_{\rm M}$ metal atoms and $N_{\rm Si}$ silicon atoms, of which $N_{\rm sub}$ belong to the inert substrate. Let it contain $\nu$ equivalent interfaces, each of area $A$, and no other surface. The interface energy $\gamma$ is what remains of the Gibbs energy $G$ after every atom has been paid for at its proper price:

$$\nu A\gamma=G-N_{\rm sub}g_{\rm Si}-N_{\rm M}\mu_{\rm M}-(N_{\rm Si}-N_{\rm sub})\mu_{\rm Si}. \tag{3}$$

Substituting $\mu_{\rm M}=g_{\rm sil}-n\mu_{\rm Si}$ from (2) turns the metal term into $-N_{\rm M}g_{\rm sil}+nN_{\rm M}\mu_{\rm Si}$. Collecting the coefficients of $\mu_{\rm Si}$,

$$\nu A\gamma=G-N_{\rm sub}g_{\rm Si}-N_{\rm M}g_{\rm sil}-(N_{\rm Si}-N_{\rm sub}-nN_{\rm M})\mu_{\rm Si}. \tag{4}$$

The bracket counts the exchangeable silicon atoms beyond those needed to make silicide from all the metal. Per interface, this excess is

$$\Gamma=\frac{N_{\rm Si}-N_{\rm sub}-nN_{\rm M}}{\nu}. \tag{5}$$

With $\mu_{\rm Si}=g_{\rm Si}+\Delta\mu$, equation (4) becomes

$$A\gamma(\Delta\mu)=A\gamma(0)-\Gamma\,\Delta\mu, \tag{6}$$

$$A\gamma(0)=\frac{G-N_{\rm sub}g_{\rm Si}-N_{\rm M}g_{\rm sil}}{\nu}-\Gamma g_{\rm Si}. \tag{7}$$

The dependence is linear because the structure, and hence $G$, is held fixed while the reservoir changes. A termination short of silicon has $\Gamma<0$. Its energy falls as $\Delta\mu$ becomes more negative, since the silicon it does without has become expensive to bind. One with $\Gamma=0$ does not respond.

For two terminations $s$ and $t$ with the same substrate block, subtraction gives

$$A(\gamma_s-\gamma_t)=A[\gamma_s(0)-\gamma_t(0)]-(\Gamma_s-\Gamma_t)\Delta\mu. \tag{8}$$

Setting the left side to zero gives the crossing, provided the slopes differ:

$$\Delta\mu^*=\frac{A[\gamma_s(0)-\gamma_t(0)]}{\Gamma_s-\Gamma_t}. \tag{9}$$

Above the crossing the termination with the larger $\Gamma$ is lower. If $\Gamma_s=\Gamma_t$, the lines are parallel and the silicon supply cannot change their order.

## Two ways to lose the interface energy

Suppose that $\mu_{\rm M}$ is too large by $\varepsilon$, so that (2) fails. Each further formula unit of film adds $g_{\rm sil}$ to $G$, while (3) subtracts $g_{\rm sil}+\varepsilon$. The supposed interface energy then changes by $-\varepsilon/\nu$ per added unit. With $\varepsilon=0.10$ eV and two interfaces, the computed drift is $-0.05$ eV per cell for each added film layer. Such a quantity belongs partly to the bulk.

Now keep (2) but charge the substrate atoms at $\mu_{\rm Si}$ as well. In (3), $N_{\rm sub}g_{\rm Si}$ is replaced by $N_{\rm sub}(g_{\rm Si}+\Delta\mu)$, so

$$A\gamma'=A\gamma-\frac{N_{\rm sub}}{\nu}\Delta\mu. \tag{10}$$

A silicon bilayer adds two atoms per surface cell. With $\nu=2$ and $\Delta\mu=-0.05$ eV, each added bilayer raises $A\gamma'$ by 0.05 eV, as the computed cells also show. The extra term cancels between terminations if their substrates are equal, but otherwise it gives a false slope. At $\Delta\mu=0$ it vanishes. Off that point, the absolute slope depends on which atoms are called substrate, so this choice must be stated. Here the substrate is a fixed number of complete Si(111) bilayers.

## How far the silicon supply can be varied

Bulk silicon must not precipitate in the exchanging region, hence

$$\Delta\mu\le0. \tag{11}$$

Nor may a competing phase M$_p$Si$_q$, with Gibbs energy $g_{pq}$ per formula unit, form at a profit:

$$p\mu_{\rm M}+q\mu_{\rm Si}\le g_{pq}. \tag{12}$$

Define the formation energies per formula unit,

$$H_{\rm sil}=g_{\rm sil}-g_{\rm M}-ng_{\rm Si},\qquad H_{pq}=g_{pq}-pg_{\rm M}-qg_{\rm Si}. \tag{13}$$

Equations (1), (2) and (13) give $\mu_{\rm M}-g_{\rm M}=H_{\rm sil}-n\Delta\mu$. Subtracting $pg_{\rm M}+qg_{\rm Si}$ from both sides of (12) then yields

$$p(H_{\rm sil}-n\Delta\mu)+q\Delta\mu\le H_{pq}. \tag{14}$$

For a phase richer in metal than the silicide, $pn-q>0$. Rearranging and dividing by this positive number,

$$\Delta\mu\ge\frac{pH_{\rm sil}-H_{pq}}{pn-q}. \tag{15}$$

The highest of these lower limits governs. The pure metal has $p=1$, $q=0$ and $H_{pq}=0$, which gives $H_{\rm sil}/n$. A phase richer in silicon than the compound has $pn-q<0$; the division then reverses the inequality and gives an upper limit.

The example has $n=2$ and round formation energies of $-1.00$ eV for MSi$_2$, $-0.95$ eV for MSi and $-1.20$ eV for M$_2$Si. The lower limits are

$$\frac{-1.00}{2}=-0.50\ \text{eV}\quad(\text{M}),\qquad \frac{-2.00+1.20}{3}=-0.267\ \text{eV}\quad(\text{M}_2\text{Si}), \tag{16}$$

$$\frac{-1.00+0.95}{1}=-0.05\ \text{eV}\quad(\text{MSi}). \tag{17}$$

The monosilicide therefore leaves a tenth of the range that the elements alone would suggest. A direct search for the phase of lowest energy at fixed metal content gives the same range, from $-0.05$ eV to zero.

## Three terminations counted bond by bond

To obtain $\gamma(0)$, let a fluorite-type disilicide continue the silicon lattice without a twin. Along [111], the possible atomic planes are spaced by $a/(4\sqrt3)$, and a filled plane has one atom per $1\times1$ cell. An atom's nearest-neighbour sites are three in each plane at distance $\pm1$ and one in each plane at distance $\pm3$. With S for silicon, M for metal and a dot for an empty plane, bulk silicon is the repeated string SS.. and the disilicide is SMS. repeated.

Number the outermost metal plane 0 and let the substrate lie on the positive side. The interfaces are

- 5-fold: M(0), then substrate S(3), S(4);
- 7-fold: M(0), S(1), then substrate S(4), S(5);
- 8-fold: M(0), S(1), then substrate S(3), S(4).

The substrate continues in bilayers. The 7- and 8-fold films contain two silicon atoms per metal atom, so $\Gamma=0$. The 5-fold film lacks its outer silicon plane, so $\Gamma=-1$. The 5- and 8-fold contacts share one registry of film on substrate and differ only by the plane S(1). The 7-fold contact has the film displaced by one plane step, a vector of type $a/4\langle111\rangle$ that is not a lattice translation, so reaching it from either of the others needs a rigid shift of the film as well as an exchange of atoms.

The energies come from second-moment tight binding. Each Si–Si or M–Si bond contributes a repulsion $R_S$ or $R_M$, and each atom gains the square root of the sum of its squared hoppings, $b_S^2$ or $b_M^2$ per bond. Only first neighbours count, the atoms are unrelaxed, and static energies replace $G$. Assigning half of each repulsion to either atom, the bulk energies per atom are

$$e_{\rm M}=4R_M-\sqrt8\,b_M,\quad e_{\rm Si}^{\rm sil}=2R_M-2b_M,\quad g_{\rm Si}=2R_S-2b_S, \tag{18}$$

for metal in the silicide, silicon in the silicide, and bulk silicon. Hence $g_{\rm sil}=e_{\rm M}+2e_{\rm Si}^{\rm sil}$. Two mixed environments occur, with attractions

$$D_1=\sqrt{b_M^2+3b_S^2},\qquad D_3=\sqrt{3b_M^2+b_S^2}, \tag{19}$$

where the subscript counts metal neighbours.

**Seven-fold.** M(0) has lost one bond, which changes its energy by $-\tfrac12R_M+(\sqrt8-\sqrt7)b_M$. S(1) has three metal neighbours and one silicon neighbour. Relative to $e_{\rm Si}^{\rm sil}$ it changes by $-\tfrac12R_M+\tfrac12R_S+2b_M-D_3$. S(4) has four silicon neighbours, as in the bulk. The sum is

$$A\gamma_7(0)=\tfrac12R_S-R_M+(2+\sqrt8-\sqrt7)b_M-D_3. \tag{20}$$

**Eight-fold.** M(0) is bulk-like, and S(1) contributes the same change as before. S(3) has one metal and three silicon neighbours; relative to $g_{\rm Si}$ it contributes $\tfrac12R_M-\tfrac12R_S+2b_S-D_1$. S(4) has five silicon neighbours and contributes $\tfrac12R_S+(2-\sqrt5)b_S$. Adding,

$$A\gamma_8(0)=\tfrac12R_S+2b_M+(4-\sqrt5)b_S-D_1-D_3. \tag{21}$$

**Five-fold.** M(0) has lost three bonds and changes by $-\tfrac32R_M+(\sqrt8-\sqrt5)b_M$. The reference $N_{\rm M}g_{\rm sil}$ includes a silicon atom that is absent, so $-e_{\rm Si}^{\rm sil}=-2R_M+2b_M$ must be added. The term $-\Gamma g_{\rm Si}$ in (7) adds $+g_{\rm Si}$. S(3) contributes $\tfrac12R_M+\tfrac32R_S-D_1-g_{\rm Si}$, and the two terms in $g_{\rm Si}$ cancel. Therefore

$$A\gamma_5(0)=\tfrac32R_S-3R_M+(2+\sqrt8-\sqrt5)b_M-D_1. \tag{22}$$

Take $b_S=b_M=5.00$ eV, $R_S=2.70$ eV and $R_M=2.16$ eV. Then $D_1=D_3=10$ eV, and

$$A\gamma_7(0)=1.35-2.16+10.913-10=0.103\ \text{eV}, \tag{23}$$

$$A\gamma_8(0)=1.35+10+8.820-20=0.170\ \text{eV}, \tag{24}$$

$$A\gamma_5(0)=4.05-6.48+12.962-10=0.532\ \text{eV}. \tag{25}$$

With $a=0.543$ nm, the cell area is $A=\sqrt3a^2/4=0.1277$ nm$^2$. The energies correspond to about 130, 213 and 667 mJ/m$^2$.

These parameters illustrate the counting; they do not describe a solid that holds together. Cutting the one Si–Si bond per cell between two silicon bilayers changes the energy by $-R_S+2(2-\sqrt3)b_S=-0.021$ eV, so the model's silicon has a negative surface energy. The bond across the 7-fold interface gives the same value, and that contact too would gain energy by coming apart. Separating the 8-fold contact changes the energy by $-0.087$ eV; only the 5-fold one is bound, by 0.360 eV. The comparison below is therefore confined to joined interfaces with their atoms held in place.

Total energies of periodic cells with two equivalent interfaces reproduce these values. The lines were found with four film layers and four bilayers. Cells with three layers and six bilayers, and with seven and three, give the same lines at $\Delta\mu=-0.37$, $-0.05$ and 0 eV.

## Where the lines cross

From (9), the 5-fold and 7-fold lines cross at

$$\Delta\mu^*=\frac{0.532-0.103}{-1-0}\ \text{eV}=-0.428\ \text{eV}, \tag{26}$$

where the last digit follows from the unrounded energies. The 5-fold line meets the 8-fold line at $-0.362$ eV, but there the 7-fold termination is lower than both. The 7- and 8-fold lines are parallel.

The crossing (26) lies above the elemental limit of $-0.50$ eV, but far below the monosilicide limit of $-0.05$ eV. At the latter the 5-fold energy is still 0.482 eV. The reversal in the opening numbers thus belongs to conditions under which the disilicide should already have turned into a more metal-rich silicide.

If MSi fails to nucleate, the disilicide may persist as a metastable phase down to the M$_2$Si limit. The 5-fold energy there is $0.532-0.267=0.265$ eV, still above 0.103 eV. Both silicides would have to be suppressed before the 5-fold contact could be the lowest of these three. Even then it would not be the lowest in the model, because the plane S(1) can be partly filled. Removing one third or two thirds of S(1) from the 8-fold contact in a $\sqrt3\times\sqrt3$ pattern gives $A\gamma(0)=0.217$ eV with $\Gamma=-1/3$ and 0.331 eV with $\Gamma=-2/3$ per $1\times1$ cell. Both lines cross the 7-fold one near $-0.34$ eV, still below the M$_2$Si limit, and at $-0.50$ eV the second lies at $-0.002$ eV, below the 5-fold 0.032 eV.

The large separation has a source in the bond counting. For equal hoppings $b$, $D_1=D_3=2b$, and subtracting three times (20) from (22) removes both repulsions:

$$A\gamma_5(0)-3A\gamma_7(0)=(3\sqrt7-\sqrt5-2\sqrt8)b\approx0.0443\,b. \tag{27}$$

Hence $A\gamma_5(0)-A\gamma_7(0)=2A\gamma_7(0)+0.0443\,b$. For equal hoppings, a positive 7-fold energy thus forces the crossing to negative $\Delta\mu$. Here the two terms are 0.207 and 0.222 eV. The first reflects the number of bonds cut; the second comes from the square root, which makes successive lost bonds cost progressively more. The first term is a small difference of large numbers and follows the chosen parameters: at fixed formation energies, $R_M=2.35$ eV makes $A\gamma_7(0)$ negative and moves the crossing to about $-0.05$ eV, while $R_M=2.06$ eV puts the 8-fold contact below the 7-fold one.

## The same difference as a chemical reaction

At the MSi limit no abstract reservoir is needed. Start with a 5-fold cell of five film layers and end with a 7-fold cell of four, on equal substrates. With two interfaces, the films contain 5 M and 8 Si, and 4 M and 8 Si. The balanced reaction is

$$\text{cell}_5+\text{MSi}_2\rightarrow\text{cell}_7+2\,\text{MSi}. \tag{28}$$

Each side has 6 M and 10 Si outside the substrate. When MSi$_2$ and MSi coexist, the energy of each, per formula unit, equals the sum of the chemical potentials of its atoms. The bulk terms in the reaction energy then supply the atomic references in (3), leaving $2A(\gamma_7-\gamma_5)$. The computed energy of (28) is $-0.378$ eV per interface, equal to $0.103-0.482$ eV within rounding.

With silicon as partner, the reaction is $\text{cell}_5+2\,\text{Si}\rightarrow\text{cell}_7+\text{MSi}_2$, at $-0.428$ eV per interface. With the metal it is $\text{cell}_5\rightarrow\text{cell}_7+\text{M}$, at $+0.072$ eV. The sign change is the crossing seen from its two sides.

## What the model leaves out

The following sizes use rough, assumed inputs; they are estimates, not bounds. Since the 5- and 7-fold contacts differ by one silicon atom per cell, a change in their energy difference shifts $\Delta\mu^*$ by the same amount in eV.

- Relaxation: a bond of stiffness 150 N/m, off its natural length by 5 %, stores 0.065 eV.
- Second neighbours: a Si–Si repulsion of 0.02 eV at distance $a/2$ lowers the 5–7 gap by 0.06 eV and raises the 8–7 gap by 0.06 eV.
- Vibrations at 873 K: softening a 0.045 eV phonon quantum by 10 % shifts the free energy of one atom by $-0.024$ eV.
- Mixing at 873 K: if each cell chose its termination independently, the free energy would fall by 0.026 eV per cell. Almost all of this comes from mixing 7- and 8-fold cells, which differ in registry and need boundaries running through the film, so the figure is an overestimate; for 5- and 8-fold cells alone the same estimate is below 0.001 eV.
- Misfit: a strain of 1.2 % with a biaxial modulus of 200 GPa stores 0.007 eV per formula unit. If the film is strained but the competing MSi is not, (15) raises the lower limit to $-0.043$ eV.

Pressure work at 760 Torr is about $10^{-5}$ eV per silicon atom. The magnitudes add to 0.18 eV, less than the 0.378 eV between the MSi limit and the crossing. The exclusion of the 5-fold contact survives changes of this size, but the sum counts the relaxation of only one bond per cell. Five such bonds would bring it to 0.44 eV, more than the margin, so relaxation has to be calculated before the exclusion can be trusted for a real contact. The preference for seven-fold over eight-fold is not secure even against the smaller sum: that gap is only 0.066 eV.

The setting resembles CoSi$_2$ on Si(111), a fluorite-type silicide with a misfit near 1 %. The formation energies are rough values of the right size, but the hoppings and repulsions are not fitted to cobalt. The implied energy of the bulk metal, $-6.66$ eV per atom, is considerably deeper than cobalt's cohesive energy of roughly 4.4 eV would suggest. Real CoSi$_2$ films often have the twinned orientation, and eight-fold coordination is usually considered favourable for them; the model's 7-fold minimum should not be transferred to that material. Real interfaces also relax. By the estimate above, a single strained bond per cell can move a gap by about 0.06 eV, as much as separates the 7- and 8-fold energies, and several bonds can move it further. The lower limit is delicate too, being a difference of two nearly equal formation energies: an error of 0.05 eV in either one can double the allowed range or close it. For a film annealed in full equilibrium with its substrate, the relevant point is $\Delta\mu=0$. The remaining values are listed in the numerical output.

## Computed values

```
Lattice constant: 0.543 nm
Area of 1x1 cell: 0.1277 nm^2
Hopping Si-Si, M-Si: 5.00, 5.00 eV
Repulsion per bond Si-Si, M-Si: 2.70, 2.16 eV
Bulk Si energy per atom: -4.6000 eV
Bulk MSi2 energy per formula: -16.8621 eV
Bulk M energy implied per atom: -6.6621 eV
Formation energy MSi2 per formula: -1.00 eV
M: formation energy 0.00 eV, dmu limit -0.5000 eV
M2Si: formation energy -1.20 eV, dmu limit -0.2667 eV
MSi: formation energy -0.95 eV, dmu limit -0.0500 eV
Scan, all phases: dmu -0.0500 to 0.0000 eV
Scan, elements only: lower dmu -0.5000 eV
5-fold: excess Si -1 atom per cell
  gamma at dmu=0: 0.5318 eV per cell = 667.4 mJ/m^2
  gamma at MSi limit: 0.4818 eV per cell
  gamma at M limit: 0.0318 eV per cell
7-fold: excess Si 0 atom per cell
  gamma at dmu=0: 0.1034 eV per cell = 129.7 mJ/m^2
  gamma at MSi limit: 0.1034 eV per cell
  gamma at M limit: 0.1034 eV per cell
8-fold: excess Si 0 atom per cell
  gamma at dmu=0: 0.1697 eV per cell = 212.9 mJ/m^2
  gamma at MSi limit: 0.1697 eV per cell
  gamma at M limit: 0.1697 eV per cell
Crossing 5-fold with 7-fold: dmu = -0.4284 eV
Crossing 5-fold with 8-fold: dmu = -0.3621 eV
Reaction 5- to 7-fold, MSi2+Si: -0.4284 eV per cell
Reaction 5- to 7-fold, MSi2+M: 0.0716 eV per cell
Reaction 5- to 7-fold, MSi2+M2Si: -0.1618 eV per cell
Reaction 5- to 7-fold, MSi2+MSi: -0.3784 eV per cell
Imposed error in mu_M: 0.10 eV
  gamma drift per film layer: -0.0500 eV per cell
Exchanging substrate, dmu = -0.05 eV
  gamma drift per bilayer: 0.0500 eV per cell
Growth temperature: 873 K; kT = 0.0752 eV
Phonon quantum: 0.045 eV; softening 10 %
  Vibrational shift per Si atom: -0.0244 eV
Bond stiffness: 150 N/m; misfit 5 %
  Relaxation of one bond: 0.0647 eV
Second-shell Si-Si pair energy: 0.020 eV
  Change of 5-7 and 8-7 gaps: -0.0600, 0.0600 eV
Mixing gain, independent cells: 0.0263 eV per cell
Biaxial modulus: 200 GPa; misfit 1.2 %
  Strain energy per MSi2: 0.0072 eV
Pressure work per Si at 760 Torr: 1.3e-05 eV
Sum of effect sizes: 0.1826 eV
Margin from MSi limit to 5-7 crossing: 0.3784 eV
Gap 8-fold minus 7-fold: 0.0663 eV per cell
```
